# Bounding the Rayleigh quotient error by the angle to the ground state

An iterative eigensolver holds a trial vector and estimates the lowest eigenvalue from it. This problem asks how the error of that estimate is tied to the direction of the vector.

Let $H$ be a Hermitian matrix of finite dimension $N\ge 2$. Its eigenvalues, counted with multiplicity, are

$$E_1<E_2\le E_3\le\dots\le E_N\equiv E_{\max},$$

and its eigenvectors $v_1,\dots,v_N$ are orthonormal. The ground level $E_1$ is taken to be nondegenerate until part (f). For a trial vector $x\neq 0$, the Rayleigh quotient and the angle to the ground state are defined by

$$\rho(x)=\frac{\langle x|H|x\rangle}{\langle x|x\rangle},\qquad \cos\theta=\frac{|\langle v_1|x\rangle|}{\|x\|},\qquad 0\le\theta\le 90^\circ .$$

The modulus is needed because a state vector has an arbitrary phase. The inner product is linear in its right-hand member.

## (a) Separate the angle from the rest

**Write $x$ as a part along $v_1$ and a part orthogonal to it, and express $\rho(x)-E_1$ through $\theta$ and the orthogonal part.**

Multiplying $x$ by a nonzero complex number $a$ multiplies the numerator and the denominator of $\rho$ by $|a|^2$, and the numerator and the denominator of $\cos\theta$ by $|a|$. Neither quantity changes. We may therefore take $\|x\|=1$ and choose the phase so that $\langle v_1|x\rangle$ is real and not negative. It then equals $\cos\theta$.

The remainder $x-\cos\theta\,v_1$ is orthogonal to $v_1$, and by Pythagoras its squared norm is $1-\cos^2\theta=\sin^2\theta$. For $\theta>0$ we divide it by $\sin\theta$ to obtain a unit vector $w$:

$$x=\cos\theta\,v_1+\sin\theta\,w,\qquad \langle v_1|w\rangle=0,\qquad \|w\|=1 .$$

Inserting this in the quotient gives four terms:

$$\rho(x)=\cos^2\theta\,\langle v_1|H|v_1\rangle+\sin^2\theta\,\langle w|H|w\rangle+\sin\theta\cos\theta\,\big(\langle w|H|v_1\rangle+\langle v_1|H|w\rangle\big).$$

Since $Hv_1=E_1v_1$, the first matrix element is $E_1$, and

$$\langle w|H|v_1\rangle=E_1\langle w|v_1\rangle=0 .$$

The other cross term is the complex conjugate of this one, because $H$ is Hermitian, so it vanishes too. With $\langle w|H|w\rangle=\rho(w)$ and $\cos^2\theta=1-\sin^2\theta$,

$$\rho(x)=(1-\sin^2\theta)E_1+\sin^2\theta\,\rho(w),$$

$$\boxed{\rho(x)-E_1=\sin^2\theta\,\big[\rho(w)-E_1\big]}$$

This is an identity, not an expansion for small angles. The error is the probability $\sin^2\theta$ of finding the system outside the ground state, times the mean excitation energy of the part that lies outside. At $\theta=0$ there is no $w$, and the error is zero.

## (b) Bound the error

**Find the range of $\rho(w)$, and from it a lower and an upper bound on the error at given $\theta$.**

Because $w$ is orthogonal to $v_1$, its expansion starts at $k=2$:

$$w=\sum_{k=2}^{N}c_kv_k,\qquad \sum_{k=2}^{N}|c_k|^2=1 .$$

Applying $H$ multiplies each term by $E_k$. Orthonormality then removes all products of different eigenvectors, so that

$$\rho(w)=\sum_{k=2}^{N}|c_k|^2E_k .$$

This is a mean of the excited levels with non-negative weights that add up to one. It cannot lie below the smallest of these levels or above the largest, so $E_2\le\rho(w)\le E_{\max}$. Subtracting $E_1$ and multiplying by $\sin^2\theta\ge0$, which preserves the order, we get from part (a)

$$\boxed{(E_2-E_1)\sin^2\theta\;\le\;\rho(x)-E_1\;\le\;(E_{\max}-E_1)\sin^2\theta}$$

At $\theta=0$ all three members are zero, so the result holds there as well. The left-hand side is never negative, which contains the variational principle $\rho(x)\ge E_1$. For $N=2$ the levels $E_2$ and $E_{\max}$ coincide, and the angle fixes the error completely.

## (c) Can the constants be improved?

**Determine when each bound is reached. Then show that $E_2$ is the largest value that $\min\rho(w)$ can take when $w$ is restricted to be orthogonal to one chosen vector $u$.**

Let $\theta>0$. The distance of $\rho(w)$ from its lower limit is

$$\rho(w)-E_2=\sum_{k=2}^{N}|c_k|^2(E_k-E_2).$$

No term is negative, so the sum vanishes if and only if $c_k=0$ whenever $E_k>E_2$. The lower bound is thus reached when $w$ lies in the eigenspace of $E_2$, and in no other case. The same argument applied to $E_{\max}-\rho(w)$ shows that the upper bound is reached when $w$ lies in the eigenspace of $E_{\max}$, and in no other case. Such vectors exist at every angle, so neither constant can be replaced by a better one that holds for all $x$.

For the second question, take any $u\neq0$ and look for a vector $y=\alpha v_1+\beta v_2$ orthogonal to it. The condition $\alpha\langle u|v_1\rangle+\beta\langle u|v_2\rangle=0$ is one homogeneous equation for two unknowns, so it has a solution with $y\neq0$. For this vector

$$\rho(y)=\frac{|\alpha|^2E_1+|\beta|^2E_2}{|\alpha|^2+|\beta|^2}\le E_2 .$$

The minimum of $\rho$ over vectors orthogonal to $u$ is therefore at most $E_2$. For $u=v_1$ it equals $E_2$, by part (b). Hence

$$E_2=\max_{u\ne0}\;\min_{w\perp u,\;w\neq0}\rho(w),$$

which is the min-max principle for the second level. The lower bound on the error uses the case $u=v_1$, in which the maximum is attained.

## (d) Why is the error quadratic in the angle?

**Repeat the expansion about a unit vector $u$ that is not an eigenvector, and compare.**

Let $y=\cos a\,u+\sin a\,w$, with $w$ a unit vector orthogonal to $u$. The cross terms now remain. They are complex conjugates of each other, so their sum is $2\,\mathrm{Re}\langle w|H|u\rangle$, and with $2\sin a\cos a=\sin2a$

$$\rho(y)-\rho(u)=\sin^2a\,[\rho(w)-\rho(u)]+\sin 2a\;\mathrm{Re}\langle w|H|u\rangle .$$

Define the residual $r=Hu-\rho(u)u$. It is orthogonal to $u$, since $\langle u|r\rangle=\rho(u)-\rho(u)=0$, and it is nonzero because $u$ is not an eigenvector. Choosing $w=r/\|r\|$ gives

$$\langle w|H|u\rangle=\langle w|r\rangle+\rho(u)\langle w|u\rangle=\|r\| .$$

For small $a$ the quotient then changes by about $2a\|r\|$, which is first order in the angle. About $v_1$ the residual is zero and the quadratic term is all that is left. This is why an approximate ground vector gives an energy of higher order in accuracy than the vector itself: halving a small $\theta$ at fixed $w$ divides the energy error by nearly four.

## (e) What does a small energy error say about the vector?

**Invert the bounds, and state when the inverted result is useful.**

Both $E_2-E_1$ and $E_{\max}-E_1$ are positive, so we may divide by them:

$$\frac{\rho(x)-E_1}{E_{\max}-E_1}\le\sin^2\theta\le\frac{\rho(x)-E_1}{E_2-E_1}.$$

The right-hand side guarantees a good vector if the energy error is small compared with the gap $E_2-E_1$. Smallness compared with the total energy is not enough. Adding a constant to $H$ shifts $\rho$ and $E_1$ equally and leaves the vectors unchanged, but it alters the ratio of the error to $|E_1|$ at will.

The case $x=v_2$ shows the danger. The error is then $E_2-E_1$, which may be tiny, while $\theta=90^\circ$. In general, once $\rho(x)\ge E_2$, the upper limit on $\sin^2\theta$ is at least one and carries no information.

## (f) Degeneracy and missing components

**What becomes of the lower bound if the ground level is degenerate? Can it be sharpened if $x$ contains no part of some excited states?**

If $E_2=E_1$, the inequality of part (b) is still true, but its lower bound is zero. Putting the next distinct level in place of $E_2$, with $\theta$ still measured from a single ground vector, gives a false statement. Take the levels $0,0,1,3$ and let $x$ be the second ground vector. Its error is $0$, and $\sin^2\theta=1$ with respect to the first ground vector. The altered bound would demand an error of at least $1$.

The cure is to measure $\theta$ from the whole ground eigenspace, so that $\cos\theta$ is the norm of the projection of the unit vector $x$ onto that space. Then $x=\cos\theta\,g+\sin\theta\,w$, where $g$ is a unit vector with $Hg=E_1g$ and $w$ is orthogonal to all ground vectors. The algebra of part (a) holds with $g$ in place of $v_1$. The expansion of $w$ starts at the next distinct level, which takes the place of $E_2$. In the example the error of $x$ is zero and its angle is now zero too.

Now return to a nondegenerate ground level. The mean $\rho(w)$ contains those levels for which $\langle v_k|x\rangle\neq0$ and no others. If $E_m$ is the lowest excited level among them, the argument of part (b) gives

$$\rho(x)-E_1\ge(E_m-E_1)\sin^2\theta .$$

Symmetry is one source of such missing components: if $x$ and $v_k$ belong to different eigenvalues of a Hermitian operator, such as the total spin $S^2$, they are orthogonal.

## (g) An operator without a largest eigenvalue

**An electron is confined to a box of length 1 bohr. Does a small angle still guarantee a small energy error?**

In Hartree atomic units the normalized eigenfunctions and levels are

$$\phi_m(q)=\sqrt2\sin(m\pi q),\qquad E_m=\tfrac12m^2\pi^2,\qquad m=1,2,\dots$$

The levels have no upper limit. Take $\psi=\cos\theta\,\phi_1+\sin\theta\,\phi_m$ with $\sin^2\theta=1/m$ and $m\geq2$. Here $w=\phi_m$, and the identity of part (a) gives

$$\rho(\psi)-E_1=\frac1m\cdot\frac{(m^2-1)\pi^2}{2}.$$

For $m=10$, $40$ and $160$ the values of $\sin^2\theta$ are $0.1$, $0.025$ and $0.00625$, while the errors are $48.9$, $197$ and $790$ hartree. The angle tends to zero and the error grows without limit. The function approaches $\phi_1$ in the mean-square sense, but its rapid ripple carries a large kinetic energy.

A small angle therefore does not guarantee a small error. Nor does any finite upper bound in terms of the angle alone exist here: at a fixed $\theta>0$ the choice $w=\phi_m$ gives the error $\sin^2\theta\,(m^2-1)\pi^2/2$, which exceeds any given number when $m$ is large enough. The lower bound survives for trial functions of finite energy, because $\rho(w)$ is still a weighted mean of levels that are at least $E_2$. If the problem is restricted to the first $M$ box levels, an upper bound returns, but its constant $(M^2-1)\pi^2/2$ grows as the basis is enlarged.

## (h) A molecule: linear BeH₂

**Take the Hartree–Fock determinant of BeH₂ as the trial vector and evaluate the bounds.**

The nuclei are fixed on a line, with both Be–H distances equal to $2.5$ bohr. The STO-3G basis gives $7$ orbitals for $6$ electrons. With three electrons of each spin there are $\binom73^2=35^2=1225$ determinants. The matrix $H$ of the nonrelativistic electronic Hamiltonian in all these determinants, including the nuclear repulsion, was built and diagonalized numerically. Its lowest eigenvalue is the full configuration-interaction energy. It solves the problem within this minimal basis; nuclear motion and relativity are left out. The numbers below are exact for this matrix but are not converged properties of the molecule. In the 6-31G basis, full configuration interaction raises the energy error from $0.035$ to $0.041$ hartree and the angle from $9.5^\circ$ to $10.0^\circ$, lowers the gap $E_2-E_1$ from $0.263$ to at most $0.228$ hartree, and raises $E_{\max}-E_1$ from $13.0$ to more than $17.5$ hartree. In the cc-pVTZ basis, CCSD(T) puts the correlation energy near $0.085$ hartree.

The results needed are

- $\rho(x)=-15.560500$ hartree, the Hartree–Fock energy;
- $E_1=-15.595217$, $E_2=-15.332277$ and $E_{\max}=-2.582098$ hartree;
- $\cos^2\theta=0.972555$, the weight of the ground state in the determinant, so that $\sin^2\theta=0.027445$ and $\theta\approx9.5^\circ$.

The energy error is the correlation energy in this basis, taken positive:

$$\rho(x)-E_1=-15.560500+15.595217=0.0347\ \text{hartree}\approx0.94\ \text{eV}.$$

The two bounds are

$$(E_2-E_1)\sin^2\theta=0.262940\times0.027445=0.0072\ \text{hartree}\approx0.20\ \text{eV},$$

$$(E_{\max}-E_1)\sin^2\theta=13.0131\times0.027445=0.357\ \text{hartree}\approx9.7\ \text{eV}.$$

The error lies between them, about five times the lower bound and a tenth of the upper one. The identity of part (a) tells where it lies. The mean excitation energy of the orthogonal part is $\rho(w)-E_1=1.265$ hartree, and $1.265\times0.027445=0.0347$ hartree. This mean is far below the largest excitation energy of $13.0$ hartree, so the upper bound is loose for this vector.

The lower bound can be sharpened. The $E_2$ state is a triplet, whereas the determinant has every occupied orbital doubly filled and is a singlet. By part (f) the two are orthogonal. In the computed spectrum the lowest excited state that the determinant contains is number $14$, a singlet $0.537$ hartree above $E_1$. The twelve excited states below it have no weight in the determinant beyond rounding error. Spin accounts for eight of them. The other four are singlets, the lowest $0.267$ hartree above $E_1$, so spin alone would sharpen the bound very little. These four carry one unit of orbital angular momentum about the molecular axis ($L_z^2=1$), while the determinant, built from $\sigma$ orbitals, has $L_z^2=0$, and part (f) applies again. Hence

$$\rho(x)-E_1\ge0.537156\times0.027445=0.0147\ \text{hartree},$$

about twice the first lower bound.

Finally, suppose that the energies were known but the vector $v_1$ were not. Part (e) would give

$$\frac{0.034717}{13.0131}=0.0027\;\le\;\sin^2\theta\;\le\;\frac{0.034717}{0.262940}=0.132 .$$

If the symmetry labels of the levels are known as well, so that states $2$ to $13$ can be excluded from the determinant, the gap to state $14$ may be used and the upper limit falls to $0.034717/0.537156=0.065$. The actual value, $0.027$, lies within both ranges. The energy error is only about $0.2\%$ of $|E_1|$, yet it is $13\%$ of the gap $E_2-E_1$, and the second ratio is the one that limits the angle.
